\section*{Thermally Assisted Tunnelling from Traps: Hurkx Integral and Field Expansions}

\section{The physical situation}

A photodiode under reverse bias carries a current even in the dark. Part of it starts at traps in the depletion region: a trap gives an electron to the conduction band, then refills from the valence band, and each cycle delivers one electron-hole pair. Without a field, the electron must be lifted thermally through the full trap depth. In a field the band edge slopes, and the electron may climb part of the way and tunnel through what remains of the barrier. How much does this raise the emission rate?

Atomic units are used in the algebra, so $\hbar=1$. The trap sits at $x=0$, at depth $D$ below the local conduction-band edge. The edge is the zero of energy at the trap and varies as $-Fx$, where $F>0$ is the force (field times elementary charge). The effective mass is $m$, $\theta=kT$ and $\beta=1/\theta$. Energies refer to motion along the field.

Two derivations follow. The first sums escape rates over energy and gives the Hurkx integral. The second finds the carrier density at the trap from the thermal density matrix. They share the result
\begin{equation}
\ln(\text{enhancement})\simeq \frac{F^2}{24m\theta^3}
\label{eq:common}
\end{equation}
at leading order, when this quantity is large and the dominant tunnelling energy lies well above the trap level. Their prefactors differ, and the difference can be traced to one assumption.

\section{First derivation: climb, then tunnel}

\subsection{The barrier and the integral}

An electron at energy $-E$, with $0<E<D$, meets a triangular barrier of height $E$ and length $E/F$. The WKB transmission is $T=e^{-S}$, with
\begin{align}
S(E)&=2\int_0^{E/F}\sqrt{2m(E-Fx)}\,dx
=\frac{2\sqrt{2m}}{F}\int_0^E\sqrt{w}\,dw\nonumber\\
&=\frac{4\sqrt{2m}}{3F}E^{3/2},
\label{eq:action}
\end{align}
where $w=E-Fx$. The factor 2 appears because a probability is the square of an amplitude.

Four assumptions turn this into a rate. The thermal weight of energy $\varepsilon$, measured from the trap level, is $e^{-(\varepsilon+D)/\theta}$. The attempt prefactor $C$ is the same at all energies. Transmission is 1 above the edge and $e^{-S}$ below it. Empty band states are available along the whole path, up to length $D/F$. Then
\begin{equation}
e(F)=C\int_{-D}^{\infty}e^{-(\varepsilon+D)/\theta}\,T(\varepsilon)\,d\varepsilon .
\end{equation}
The part above the edge is $C\theta e^{-D/\theta}$. It does not depend on $F$ and equals the zero-field rate $e(0)$. In the part below, set $\varepsilon=-E$ and divide by $e(0)$; the factor $e^{-D/\theta}$ cancels:
\begin{equation}
\frac{e(F)}{e(0)}=1+\Gamma,\qquad
\Gamma=\int_0^D\frac{dE}{\theta}\,e^{E/\theta-S(E)} .
\end{equation}
With $E=Du$ this is the Hurkx integral,
\begin{equation}
\Gamma=a\int_0^1 e^{au-Ku^{3/2}}du,\qquad
a=\frac D\theta,\quad K=\frac{4\sqrt{2m}\,D^{3/2}}{3F}.
\label{eq:hurkx}
\end{equation}
The first term in the exponent is the thermal energy saved by not climbing to the edge; the second is the cost of tunnelling.

\subsection{One field scale}

Define
\begin{equation}
F_\Gamma=\sqrt{24m\theta^3},\qquad f=F/F_\Gamma .
\end{equation}
Since $\sqrt{24}=2\sqrt3\sqrt2$, we have $\sqrt{2m}\,\theta^{3/2}=F_\Gamma/(2\sqrt3)$. With $s=E/\theta=au$,
\begin{equation}
\Gamma=\int_0^a e^{s-\lambda s^{3/2}}ds,\qquad
\lambda=\frac{4\sqrt{2m}\,\theta^{3/2}}{3F}=\frac{2}{3\sqrt3\,f}.
\label{eq:scaled}
\end{equation}
The trap depth now enters through the upper limit alone.

\subsection{The true weak-field expansion}

For $F\to0$, $\lambda$ is large and the integrand is confined to small $s$. Extend the upper limit to infinity, call the result $\Gamma_\infty$, and expand $e^s$. All terms are positive, so sum and integral may be interchanged. In each term put $w=\lambda s^{3/2}$, for which $ds=\tfrac23\lambda^{-2/3}w^{-1/3}dw$:
\begin{align}
\int_0^\infty s^n e^{-\lambda s^{3/2}}ds
&=\frac23\lambda^{-2(n+1)/3}\int_0^\infty w^{(2n-1)/3}e^{-w}dw\nonumber\\
&=\frac23\lambda^{-2(n+1)/3}\,\Gamma_E\!\left(\frac{2(n+1)}3\right),
\end{align}
where $\Gamma_E$ is Euler's gamma function. Since $\lambda^{-2/3}=(3\sqrt3 f/2)^{2/3}=3(f/2)^{2/3}\equiv z$,
\begin{equation}
\Gamma_\infty=\frac23\sum_{n=0}^\infty
\Gamma_E\!\left(\frac{2(n+1)}3\right)\frac{z^{n+1}}{n!}.
\label{eq:series}
\end{equation}
The ratio of successive terms falls as $n^{-1/3}$, so the series converges for every $f$. Its first terms are
\begin{align}
\Gamma_\infty&=2\Gamma_E(\tfrac23)\left(\frac f2\right)^{2/3}
+6\Gamma_E(\tfrac43)\left(\frac f2\right)^{4/3}+\frac94f^2+\dots\nonumber\\
&=1.706f^{2/3}+2.126f^{4/3}+2.250f^2+\dots
\label{eq:weak}
\end{align}

The extension of the limit costs little. The exponent $h(s)=s-\lambda s^{3/2}$ has $h''=-\tfrac34\lambda s^{-1/2}<0$, so it lies below its tangent at $s=a$. There $h(a)=a-K$ and $h'(a)=1-\tfrac32\lambda\sqrt a=1-3K/(2a)$. If this slope is negative, integrating the tangent's exponential gives
\begin{equation}
0<\Gamma_\infty-\Gamma\le\frac{e^{a-K}}{3K/(2a)-1}.
\label{eq:tail}
\end{equation}
The condition $3K/(2a)>1$ is the same as $3f^2<a$. Because $K\propto1/F$, the omitted tail vanishes faster than any power of $F$, and (\ref{eq:weak}) is also the weak-field expansion of the finite integral.

\subsection{The saddle region}

At larger $f$, if the trap is deep enough, the integral is dominated by a peak inside its range, and a different formula applies. The exponent in (\ref{eq:scaled}) is stationary where $1=\tfrac32\lambda\sqrt{s}$, that is, at $s_*=3f^2$. Set $s=3f^2t^2$. Then $ds=6f^2t\,dt$ and $\lambda s^{3/2}=2f^2t^3$, so
\begin{equation}
\Gamma_\infty=6f^2\int_0^\infty t\,e^{f^2(3t^2-2t^3)}dt .
\end{equation}
With $t=1+y$, $3t^2-2t^3=1-3y^2-2y^3$. For $f\gg1$ the region near $y=0$ dominates and the range of $y$ may be extended to the whole line in each term:
\begin{equation}
\Gamma_\infty\simeq6f^2e^{f^2}\!\int_{-\infty}^{\infty}\!(1+y)e^{-3f^2y^2}
\left(1-2f^2y^3+2f^4y^6-\dots\right)dy .
\end{equation}
The Gaussian integral is $\sqrt{\pi/(3f^2)}$, and the prefactor becomes $6f\sqrt{\pi/3}=2\sqrt{3\pi}\,f$. The Gaussian averages are $\langle y^2\rangle=1/(6f^2)$, $\langle y^4\rangle=3/(36f^4)$ and $\langle y^6\rangle=15/(216f^6)$. Odd powers average to zero. The first correction is therefore
\begin{equation}
-2f^2\langle y^4\rangle+2f^4\langle y^6\rangle
=-\frac1{6f^2}+\frac5{36f^2}=-\frac1{36f^2},
\end{equation}
and
\begin{equation}
\Gamma\simeq2\sqrt{3\pi}\,f\,e^{f^2}\left(1-\frac1{36f^2}+\dots\right).
\label{eq:saddle}
\end{equation}
Since $f^2=F^2/(24m\theta^3)$, the exponential is that of (\ref{eq:common}).

Two conditions are needed: $f\gg1$, and a peak inside the integration range. As $\delta s=6f^2y$ near the peak, its standard deviation is $6f^2/(\sqrt6f)=\sqrt6f$, so $a-3f^2$ must be several times $\sqrt6f$. Equation (\ref{eq:saddle}) thus describes an intermediate range of fields and is not the limit $F\to0$, where $\Gamma\propto F^{2/3}$.

The most probable tunnelling energy is
\begin{equation}
E_*=3f^2\theta=\frac{F^2}{8m\theta^2}.
\end{equation}
The electron climbs $D-E_*$ and tunnels the rest. The same energy appears in the temperature dependence: keeping leading exponentials, $e(F)\propto\exp(-\beta D+\beta^3F^2/24m)$, and
\begin{equation}
-\frac{\partial\ln e}{\partial\beta}=D-\frac{\beta^2F^2}{8m}=D-E_* .
\end{equation}
To this order, the field lowers the apparent activation energy by $E_*$. The prefactor in (\ref{eq:saddle}) adds a smaller shift: at fixed $F$ it varies as $f\propto\beta^{3/2}$, which lowers the activation energy by a further $3\theta/2$ relative to its zero-field value.

\section{Second derivation: density at the trap}

Now consider the reverse process. A short-range trap captures carriers at a rate proportional to their density at $x=0$. In equilibrium capture balances emission, so at fixed trap level and occupation both rates carry the same field factor. It can be found from the density of an ideal Boltzmann gas with $H=p^2/2m-Fx$, without a barrier calculation.

The thermal kernel $\rho(x,x';\beta)=\langle x|e^{-\beta H}|x'\rangle$ obeys the Bloch equation
\begin{equation}
\frac{\partial\rho}{\partial\beta}=\frac1{2m}\frac{\partial^2\rho}{\partial x^2}+Fx\,\rho,
\qquad \rho\to\delta(x-x')\ \text{as}\ \beta\to0 .
\end{equation}
With $d=x-x'$, the solution is
\begin{equation}
\rho=\sqrt{\frac m{2\pi\beta}}\exp\!\left[-\frac{md^2}{2\beta}
+\frac{\beta F(x+x')}2+\frac{\beta^3F^2}{24m}\right].
\label{eq:kernel}
\end{equation}
To verify it, divide the Bloch equation by $\rho$. The left side is
\begin{equation}
-\frac1{2\beta}+\frac{md^2}{2\beta^2}+\frac{F(x+x')}2+\frac{\beta^2F^2}{8m}.
\end{equation}
On the right, $\partial_x\ln\rho=-md/\beta+\beta F/2$ and $\partial_x^2\ln\rho=-m/\beta$, so the right side is
\begin{align}
&\frac1{2m}\left[-\frac m\beta+\left(-\frac{md}\beta+\frac{\beta F}2\right)^2\right]+Fx\nonumber\\
&\quad=-\frac1{2\beta}+\frac{md^2}{2\beta^2}-\frac{Fd}2+\frac{\beta^2F^2}{8m}+Fx .
\end{align}
Since $Fx-Fd/2=F(x+x')/2$, the two sides agree. As $\beta\to0$ the Gaussian in $d$ has unit area and vanishing width, as required.

At the trap, $x=x'=0$, the density relative to zero field is
\begin{equation}
\frac{n(F)}{n(0)}=\exp\!\left(\frac{F^2}{24m\theta^3}\right)=e^{f^2}.
\label{eq:density}
\end{equation}
Transverse motion contributes a factor that cancels in this ratio. The exponential in (\ref{eq:common}) has now been obtained without WKB and without a saddle point. For this ideal gas, (\ref{eq:density}) holds at every $f$.

\section{What each derivation assumes}

\subsection{The origin of the different prefactors}

The density can be resolved by energy. The stationary states are
\begin{equation}
\psi_\varepsilon(x)=N\,\mathrm{Ai}\!\left[-\kappa\left(x+\frac\varepsilon F\right)\right],\qquad
\kappa=(2mF)^{1/3},
\end{equation}
because $\mathrm{Ai}''(\zeta)=\zeta\,\mathrm{Ai}(\zeta)$ gives $\psi''=-2m(\varepsilon+Fx)\psi$. The representation
\begin{equation}
\mathrm{Ai}(\zeta)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{i(k^3/3+\zeta k)}dk
\end{equation}
supplies two facts. First, in the overlap of two shifted Airy functions the cubic phases cancel, leaving $\int\mathrm{Ai}(y+b)\mathrm{Ai}(y+c)\,dy=\delta(b-c)$. Normalization to $\delta(\varepsilon-\varepsilon')$ then requires $N^2=\kappa^2/F$. Second, the shift $k=i\sqrt\zeta+q$ turns the exponent into $-\tfrac23\zeta^{3/2}-\sqrt\zeta\,q^2+iq^3/3$. For large $\zeta$ the Gaussian in $q$ gives
\begin{equation}
\mathrm{Ai}^2(\zeta)\simeq\frac{e^{-\frac43\zeta^{3/2}}}{4\pi\sqrt\zeta}.
\end{equation}
At the trap and energy $-E$, $\zeta=\kappa E/F$, and $\tfrac43\zeta^{3/2}$ equals $S(E)$. The weight is
\begin{equation}
\frac{N^2}{4\pi\sqrt\zeta}=\frac{\kappa^{3/2}}{4\pi\sqrt{FE}}=\frac{\sqrt{2m}}{4\pi\sqrt E}.
\end{equation}
Multiply by $e^{E/\theta}dE=\theta e^s ds$ and divide by the zero-field density $\sqrt{m\theta/2\pi}$. The tunnelling part of the density ratio becomes
\begin{equation}
\int\frac{ds}{2\sqrt{\pi s}}\;e^{s-\lambda s^{3/2}} .
\label{eq:weight}
\end{equation}
This is the integrand of (\ref{eq:scaled}) with an extra weight $1/(2\sqrt{\pi s})$. At $s_*=3f^2$ the weight is $1/(2\sqrt{3\pi}f)$, which cancels the prefactor of (\ref{eq:saddle}) and leaves $e^{f^2}$. For $f\gg1$, the factor $2\sqrt{3\pi}f$ therefore comes from taking an energy-independent attempt prefactor.

\subsection{The two sets of assumptions}

The escape derivation assumes the constant prefactor, the bare WKB factor below the edge and unit transmission above it. It respects the trap level, since no energy below $-D$ contributes. The density derivation treats motion in the field without approximation, but assumes capture proportional to local density and counts all energies, including those below the trap level. It too needs $3f^2$ well below $a$.

At weak field the two differ in form. The density factor begins as $1+f^2$, while $\Gamma$ begins as $f^{2/3}$. The latter comes from $s\lesssim\lambda^{-2/3}$, where $S=\lambda s^{3/2}\lesssim1$. An action of order one is outside the range of WKB, so the $F^{2/3}$ law is a correct property of the Hurkx integral but not a reliable prediction for a trap.

Both derivations leave out any charge on the emptied trap, which would lower the barrier if it attracts the electron and raise it if it repels, and lattice relaxation, which would change the thermal weights. Both use a uniform field and a single parabolic band.

\section{A worked example}

Take the round parameters $D=0.500$ eV, $\theta=0.025$ eV and $m=0.20$ electron masses, so $a=20$. They illustrate the formulas and do not describe a particular device. A real photodiode is also limited by avalanche breakdown: in silicon, a field of $5\times10^5$ V/cm can be sustained only if the high-field layer is no thicker than a few tenths of a micrometre, and the largest field in the table below requires a much thinner one. Near $10^6$ V/cm direct band-to-band tunnelling, which is not treated here, competes with trap-assisted generation in silicon and can exceed it, and a parabolic band is a poor description of states half a gap below the edge. With the parameters above, $F_\Gamma=3.137\times10^{-3}$ eV/\AA, a field of $3.137\times10^5$ V/cm. The saddle reaches the trap level at $F_\Gamma\sqrt{a/3}=8.10\times10^{-3}$ eV/\AA.

At $F=5\times10^{-3}$ eV/\AA, $f=5/3.137=1.594$ and $f^2=2.540$. The saddle formula gives
\begin{equation}
2\sqrt{3\pi}\,f\,e^{f^2}=6.140\times1.594\times12.68=124.1 .
\end{equation}
The full integral is 121.1, so the formula is 2.4\% high relative to it. The correction $-1/(36f^2)$ lowers the estimate to 122.7. The tail beyond the trap level is 0.299, within the bound 0.325 from (\ref{eq:tail}). The most probable tunnelling energy is $3\times2.540\times0.025=0.19$ eV and the path is $0.1905/0.005=38$ \AA. At this energy the electron climbs about 0.31 eV of the 0.50 eV. The distribution around it is broad, with a standard deviation of about 0.09 eV.

\begin{center}
\begin{tabular}{cccccc}
$F$ (eV/\AA) & $f$ & $\Gamma$ & three terms & saddle & $e^{f^2}$\\
$10^{-5}$ & 0.0032 & 0.0380 & 0.0380 & 0.0196 & 1.00001\\
$10^{-4}$ & 0.0319 & 0.1955 & 0.1953 & 0.1959 & 1.0010\\
$10^{-3}$ & 0.319 & 1.654 & 1.488 & 2.166 & 1.107\\
$3\times10^{-3}$ & 0.956 & 13.4 & 5.72 & 14.7 & 2.50\\
$5\times10^{-3}$ & 1.594 & 121 & 12.0 & 124 & 12.7\\
$1.2\times10^{-2}$ & 3.825 & $1.62\times10^5$ & 49.8 & $5.30\times10^7$ & $2.26\times10^6$
\end{tabular}
\end{center}

At the lowest force the saddle formula gives about half of $\Gamma$; at $10^{-3}$ eV/\AA\ it is 31\% too high. The close agreement at $10^{-4}$ eV/\AA\ is a crossing: a curve linear in $f$ meets one that starts as $f^{2/3}$. The three-term series is good at the two lowest forces, 10\% low at the third, and of no use beyond.

At the largest force, $3f^2=43.9$ exceeds $a=20$. The integrand then rises all the way to the trap level, and the saddle formula overestimates $\Gamma$ by a factor of about 330. The density factor also exceeds $1+\Gamma$ there, because it includes energies below the trap level.

For $a=20$ the range of the saddle formula is narrow: it is 8 to 9\% high at both $f=1$ and $f=2$. The bare exponent (\ref{eq:common}) is never a close estimate of the Hurkx factor here: $\ln(1+\Gamma)$ is 4.8 against $f^2=2.54$ at $5\times10^{-3}$ eV/\AA, and 8.7 against 6.7 when the saddle reaches the trap level.

The choice of prefactor matters in numbers. At $5\times10^{-3}$ eV/\AA\ the Hurkx factor $1+\Gamma$ is 122, while the density factor is 12.7. At $10^{-4}$ eV/\AA\ the first predicts a 20\% increase and the second 0.1\%.

For the dark current, let the trap be filled with probability $p$, emit electrons at rate $e_n$ and refill from the valence band at rate $e_p$ (hole emission). In a depleted region capture of free carriers is negligible, and the steady state requires $e_np=e_p(1-p)$. Hence $p=e_p/(e_n+e_p)$, and the pair generation rate per trap is
\begin{equation}
G=e_np=\frac{e_ne_p}{e_n+e_p}.
\end{equation}
If both emission rates grow by $1+\Gamma$, so does $G$. If one is much slower, its own enhancement governs $G$, and with it the trap-generated part of the current, until the two rates become comparable. The numerical output below gives the values used here.

\section*{Calculated quantities}
\begin{verbatim}
trap depth = 0.500 eV
thermal energy kT = 0.025 eV
effective mass = 0.20 electron masses
depth/kT = 20.00
F_Gamma = 3.1373e-03 eV/angstrom
F_Gamma as electric field = 3.137e+05 V/cm
force with saddle at trap level = 8.1004e-03 eV/angstrom
series coefficient of f^(2/3) = 1.7061
series coefficient of f^(4/3) = 2.1263
series coefficient of f^(2) = 2.2500
low-field logarithmic slope = 0.6669
scaled saddle correction at f=6 = -1.0140 (limit -1)
barrier exponent at 0.4 eV, 5e-3 eV/angstrom = 15.457
same exponent from the Airy tail = 15.473
Table 1: force (eV/angstrom), f, Gamma, 3-term series, saddle
1.0e-05 0.00319 0.037972 0.037972 0.019571
1.0e-04 0.03187 0.19553 0.19529 0.19591
1.0e-03 0.31875 1.6541 1.4877 2.1664
3.0e-03 0.95624 13.38 5.7165 14.65
5.0e-03 1.59373 121.14 12.001 124.07
1.2e-02 3.82496 1.6214e+05 49.81 5.3047e+07
Table 2: force (eV/angstrom), 1+Gamma, local density factor exp(f^2)
1.0e-05 1.03797 1.00001
1.0e-04 1.19553 1.00102
1.0e-03 2.65412 1.10694
3.0e-03 14.3801 2.49527
5.0e-03 122.144 12.6795
1.2e-02 162138 2.25877e+06
Table 3: force (eV/angstrom), best energy (eV), path (angstrom)
3.0e-03 0.0686 22.86
5.0e-03 0.1905 38.10
at 5e-3 eV/angstrom: K = 21.601
  full series = 121.4427
  omitted tail = 0.2990
  tail bound = 0.3252
  corrected saddle = 122.7181
\end{verbatim}
